\section*{Basis-set extrapolation of the direct RPA correlation energy of helium, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

Atomic units are used, the nucleus is a fixed point charge $Z=2$, relativity is neglected, orbitals are real, and correlation energies are given in millihartree (mEh). The two electrons of helium occupy one orbital $\phi$ with energy $\varepsilon$, and the density is $n=2\phi^2$. The direct random-phase (dRPA) correlation energy depends on the one-electron operator that supplies the orbitals. Here it is the exact-exchange Kohn--Sham (EXX) operator, with virtual orbitals $a,b$ and gaps $\Delta_a=\varepsilon_a-\varepsilon>0$. With
\begin{equation}
K_{ab}=\iint \frac{\phi(\mathbf r)a(\mathbf r)\,\phi(\mathbf r')b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
\end{equation}
and excitations labelled by $a$ and the conserved spin $\sigma$, dRPA is defined by $B_{a\sigma,b\tau}=K_{ab}$, $A_{a\sigma,b\tau}=\Delta_a\delta_{ab}\delta_{\sigma\tau}+K_{ab}$ and
\begin{equation}
AU+BW=\Omega U,\qquad BU+AW=-\Omega W,\qquad E_c=\tfrac12\Big(\sum_{\Omega>0}\Omega-\operatorname{Tr}A\Big).
\label{def}
\end{equation}
The basis cc-pV$X$Z for helium holds angular momenta up to $l=X-1$. The energies computed in it are
\[
E_3=-74.053,\qquad E_4=-79.349,\qquad E_5=-81.405\ \text{mEh},
\]
and the differences, taken before rounding, are $E_4-E_3=-5.296$ and $E_5-E_4=-2.055$ mEh. Using the model
\begin{equation}
E_X=E_\infty+\mathcal A\,X^{-\alpha},
\label{model}
\end{equation}
estimate the complete-basis limit, decide which exponent $\alpha$ should be used, and assess how far the answer depends on that choice.

\section*{A tempting solution}

The model has three unknowns and there are three energies, so it seems that nothing has to be assumed. Differences remove $E_\infty$, and their ratio removes $\mathcal A$:
\begin{equation}
\frac{E_4-E_3}{E_5-E_4}=\frac{3^{-\alpha}-4^{-\alpha}}{4^{-\alpha}-5^{-\alpha}} .
\label{three}
\end{equation}
The left side is $2.5766$. At $\alpha=2.673$ the powers are $0.05305$, $0.02459$ and $0.01354$, and the right side is $0.02846/0.01105\approx2.576$, so $\alpha_{\rm fit}=2.673$. For two cardinal numbers $X<Y$, multiplying \eqref{model} by $X^\alpha$ and by $Y^\alpha$ and subtracting gives $Y^\alpha E_Y-X^\alpha E_X=(Y^\alpha-X^\alpha)E_\infty$. Writing $X^\alpha E_X=X^\alpha E_Y-X^\alpha(E_Y-E_X)$ and dividing by $Y^\alpha-X^\alpha$,
\begin{equation}
E_\infty=E_Y+w\,(E_Y-E_X),\qquad w=\frac1{s-1},\qquad s=(Y/X)^\alpha .
\label{two}
\end{equation}
Here $s=1.25^{2.673}=1.8157$, $w=1.226$, and $E_\infty=-81.405-1.226\times2.055=-83.924$ mEh. The curve passes through all three points, so the tempting conclusion is that the exponent has been measured, that the limit is $-83.92$ mEh, and that no dependence on an assumed exponent is left.

\section*{Where the fault lies}

The algebra is correct; the conclusion is not. Three equations solved for three unknowns leave zero residual whether or not \eqref{model} describes the data, so the perfect fit says nothing about the model. The sharper question is what $\alpha_{\rm fit}$ measures when the error is not a pure power.

Let $e(X)=E_X-E_{\rm ref}>0$ be the error relative to the true limit $E_{\rm ref}$. Setting $E_\infty=E_{\rm ref}$ in \eqref{two} gives $s-1=(E_Y-E_X)/(E_{\rm ref}-E_Y)$, hence $s=(E_{\rm ref}-E_X)/(E_{\rm ref}-E_Y)=e(X)/e(Y)$, and the exponent that the extrapolation needs is
\begin{equation}
\alpha^*=\frac{\ln[e(X)/e(Y)]}{\ln(Y/X)} .
\label{astar}
\end{equation}
This is the finite-step form of the local exponent $\alpha(X)=-d\ln e/d\ln X$, with $e$ treated as a smooth function of $X$. Equation \eqref{three} sees only differences of energies, that is the rate at which the derivative $e'$ falls. For a pure power $|e'|\propto X^{-\alpha-1}$, so the fit returns approximately $-d\ln|e'|/d\ln X-1$ at the middle point. From the definition of $\alpha(X)$, $e'=-\alpha e/X$, so $\ln|e'|=\ln\alpha+\ln e-\ln X$, and differentiating with respect to $\ln X$,
\begin{equation}
\alpha_{\rm fit}\approx\alpha-\frac{d\ln\alpha}{d\ln X}.
\label{drift}
\end{equation}
Within this approximation the fitted exponent equals the needed one only if the local exponent does not drift. If it rises with $X$, the fit comes out below the local exponent at the middle point, while the last interval needs a value above it. The exponent has therefore not been measured: the assumption ``$\alpha$ is given'' has been replaced by the assumption ``$\alpha$ is constant from $X=3$ on''. The exponent has to come from the physics, and \eqref{drift} can be put to the data once the true limit is known.

\section*{The right solution}

\subsection*{The reference operator}

Let $J=\iint\phi^2(\mathbf r)\phi^2(\mathbf r')/|\mathbf r-\mathbf r'|$. With $n=2\phi^2$ the Hartree energy is $E_H=\frac12\cdot4J=2J$. The exchange energy is $-\frac12J$ for each spin, $E_x=-J=-E_H/2$. This holds for every two-electron singlet density, so the functional derivatives obey $v_x=-v_H/2$, and the EXX operator is $F=h+\hat J$, where $h$ is the kinetic plus nuclear operator and $\hat J$ is the potential of the charge $\phi^2$. The Hartree--Fock (HF) operator is $F_{\rm HF}=h+2\hat J-\hat K$, with $(\hat Kf)(\mathbf r)=\phi(\mathbf r)\int\phi(\mathbf r')f(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Setting $f=\phi$ gives $\hat K\phi=\hat J\phi$, so both operators have the same $\phi$, the same $\varepsilon$ and the same virtual space. They differ within that space, since expanding the square shows
\begin{equation}
\langle f|\hat J-\hat K|f\rangle=\frac12\iint\frac{[\phi(\mathbf r)f(\mathbf r')-f(\mathbf r)\phi(\mathbf r')]^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\ge0 .
\label{pos}
\end{equation}

\subsection*{Singlet and frequency forms}

The combinations $(a\!\uparrow\pm\,a\!\downarrow)/\sqrt2$ turn the spin matrix of ones that multiplies $K$ into its eigenvalues $2$ and $0$. The minus block (triplet) has $A=\Delta$, $B=0$, so $\Omega=\Delta_a$ cancels against $\operatorname{Tr}A$. The plus block (singlet) has $A=\Delta+2K$, $B=2K$. Adding and subtracting the two equations of \eqref{def} gives $(A+B)(U+W)=\Omega(U-W)$ and $(A-B)(U-W)=\Omega(U+W)$, so $\Delta(\Delta+4K)(U+W)=\Omega^2(U+W)$. The substitution $U+W=\Delta^{1/2}T$ makes the matrix symmetric:
\begin{equation}
\Delta^{1/2}(\Delta+4K)\Delta^{1/2}\,T=\Omega^2T,\qquad E_c=\tfrac12\sum_a(\Omega_a-\Delta_a-2K_{aa}).
\label{plasmon}
\end{equation}
$K$ is positive semidefinite, because $\sum_{ab}c_aK_{ab}c_b$ is twice the electrostatic self-energy of the charge $\phi\sum_ac_aa$; all $\Omega$ are therefore real.

For $a,b>0$ the integral $I=\int_0^\infty\ln[(a^2+\omega^2)/(b^2+\omega^2)]\,d\omega$ has $\partial I/\partial a=\int_0^\infty2a/(a^2+\omega^2)\,d\omega=\pi$ and vanishes at $a=b$, so $I=\pi(a-b)$. A sum of logarithms of eigenvalues is the logarithm of a determinant. Taking the diagonal matrix $(\Delta^2+\omega^2)^{1/2}$ out on both sides,
\[
\det\big(\Delta^2+\omega^2+4\Delta^{1/2}K\Delta^{1/2}\big)=\det(\Delta^2+\omega^2)\,\det(1+x),
\]
with $x=4d^{1/2}Kd^{1/2}$ and $d=\Delta/(\Delta^2+\omega^2)$. Thus $\int_0^\infty\operatorname{Tr}\ln(1+x)\,d\omega=\pi\sum(\Omega-\Delta)$. Also $\int_0^\infty d_a\,d\omega=\pi/2$, so $\int_0^\infty\operatorname{Tr}x\,d\omega=2\pi\operatorname{Tr}K$. Dividing by $2\pi$ reproduces \eqref{plasmon}:
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty\operatorname{Tr}\,[\ln(1+x)-x]\,d\omega .
\label{freq}
\end{equation}
Since $\ln(1+x)-x=-x^2/2+x^3/3-\dots$, the leading term is the second-order energy $E^{(2)}=-\frac1{4\pi}\int_0^\infty\operatorname{Tr}x^2\,d\omega$.

\subsection*{Partial waves}

Write $\phi=P(r)Y_{00}/r$ with $Y_{00}=(4\pi)^{-1/2}$, and $a=P_a(r)Y_{lm}/r$ with real spherical harmonics. The operator $F$ is spherically symmetric, so $l$ and $m$ are good labels. In the Laplace expansion $1/|\mathbf r-\mathbf r'|=\sum_{lm}\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf r}')$, orthonormality selects one term, the two factors $Y_{00}$ cancel the $4\pi$, and $K$ is diagonal in $(l,m)$ and independent of $m$:
\begin{equation}
K_{ab}=\iint P_a(r)\frac{P(r)}{r}\,g_l(r,r')\,\frac{P(r')}{r'}P_b(r')\,dr\,dr',\qquad g_l=\frac{r_<^{l+1}r_>^{-l}}{2l+1},
\end{equation}
where $r_<^l/r_>^{l+1}=r_<^{l+1}r_>^{-l}/(rr')$ was used. Hence $E_c=\sum_lE_l$, each $E_l$ containing $2l+1$ equal contributions. The kernel $g_l$ is the inverse of $\mathcal L=-d^2/dr^2+l(l+1)/r^2$: both $r^{l+1}$ and $r^{-l}$ are annihilated by $\mathcal L$, and the slope of $g_l$ jumps at $r=r'$ by $[-l-(l+1)]/(2l+1)=-1$, so $\mathcal Lg_l=\delta(r-r')$. With $P/r=\sqrt{4\pi}\,\phi$, the operators in channel $l$ are
\begin{equation}
K=4\pi\,\phi\,\mathcal L^{-1}\phi,\qquad \Delta=\tfrac12\mathcal L+v(r)-\varepsilon,
\end{equation}
where $v$ is the local potential in $F$.

\subsection*{Large angular momentum}

The following is a leading-order semiclassical argument. Let $\lambda=l+\frac12$, so that $l(l+1)=\lambda^2-\frac14$ and $2l+1=2\lambda$. Cut the radial axis into pieces of length $\ell$ with $r/\lambda\ll\ell\ll r$, which is possible at large $\lambda$. Within a piece $\phi$ and $\lambda^2/r^2$ are nearly constant, and a radial wave of wave number $p$ is an eigenfunction of $\mathcal L$ with eigenvalue $q^2=p^2+\lambda^2/r^2$. The terms $v-\varepsilon$ and $1/(8r^2)$ are smaller than $q^2/2$ by a factor of order $\lambda^{-2}$ at fixed $r$ and are dropped. Then $\Delta\to q^2/2$, $K\to4\pi\phi^2/q^2=2\pi n/q^2$, and
\begin{equation}
x=4\cdot\frac{2\pi n}{q^2}\cdot\frac{q^2/2}{\omega^2+q^4/4}=\frac{4\pi n}{\omega^2+q^4/4}.
\end{equation}
The largest value, at $\omega=0$ and $p=0$, is $16\pi nr^4/\lambda^4$. The $x^3$ term of \eqref{freq} is therefore smaller than the $x^2$ term by a factor of order $\lambda^{-4}$, and second order suffices.

Two integrals follow from $\int_{-\infty}^\infty dp\,(p^2+u)^{-1}=\pi u^{-1/2}$. One derivative with respect to $u$ gives $\int(p^2+u)^{-2}dp=\frac\pi2u^{-3/2}$, and a second gives $2\int(p^2+u)^{-3}dp=\frac{3\pi}4u^{-5/2}$. Half of the first, with $u=q^4/4$ and $u^{-3/2}=8/q^6$, is the frequency integral $\frac\pi4\cdot8/q^6=2\pi/q^6$. The energy per radial state is
\begin{equation}
-\frac1{4\pi}(4\pi n)^2\,\frac{2\pi}{q^6}=-\frac{8\pi^2n^2}{q^6}.
\label{state}
\end{equation}
Standing waves in a length $\ell$ have $p=j\pi/\ell$ with $j=1,2,\dots$, which is $\ell\,dp/\pi$ states for $p>0$, or $\ell\,dp/2\pi$ with $p$ running over both signs. With the degeneracy $2\lambda$ and the second integral at $u=\lambda^2/r^2$,
\begin{align}
E_l&\to-2\lambda\int_0^\infty dr\,\frac{8\pi^2n^2}{2\pi}\cdot\frac{3\pi}{8}\,\frac{r^5}{\lambda^5}=-\frac{C}{\lambda^4},\nonumber\\
C&=3\pi^2\int_0^\infty n^2r^5\,dr .
\label{C}
\end{align}
The dropped terms are of relative order $\lambda^{-2}$, and terms linear in the gradients of $n$ and $\lambda^2/r^2$ are odd in $p$ and integrate to zero, so the expected form is $E_l=-C\lambda^{-4}-D\lambda^{-6}+\dots$. The slow decay comes from pairs of electrons at short distance: large $q$ probes small $|\mathbf r-\mathbf r'|$, which is why $n^2$ at a single point appears.

\subsection*{From increments to the exponent}

A basis that is radially complete for $l\le X-1$ misses $\sum_{l\ge X}E_l$. A Taylor expansion about the midpoint gives $\int_l^{l+1}f\,dt=f(\lambda)+f''(\lambda)/24+\dots$. Summing over $l\ge X$ and replacing $\sum f''$ by $\int_X^\infty f''dt=-f'(X)$ yields $\sum f(\lambda)=\int_X^\infty f\,dt+f'(X)/24+\dots$. For $f=t^{-4}$ this is $1/(3X^3)-1/(6X^5)$, and for $f=t^{-6}$ the leading term is $1/(5X^5)$. The angular error is
\begin{equation}
e_{\rm ang}(X)=\frac{C}{3X^3}\Big(1+\frac{c}{X^2}+\dots\Big),\qquad c=-\frac12+\frac{3D}{5C}.
\label{ang}
\end{equation}
The exponent is $\alpha=3$, not the $4$ of the single increments, because the whole tail is missing. It is exact for large $X$ and a complete radial basis. The sets cc-pV$X$Z are also radially incomplete. If a basis resolves all wave vectors up to a local cutoff $q_c$, \eqref{state} summed over $d^3q/(2\pi)^3$ gives a missing energy density $8\pi^2n^2\cdot\frac{4\pi}{8\pi^3}\int_{q_c}^\infty q^{-4}dq=4n^2/(3q_c^3)$. This is again $X^{-3}$ provided that $q_c\propto X$ in the radial direction too, which is a conjecture about how these sets grow. For cc-pV$X$Z, $\alpha=3$ is thus a physically motivated model, and the answer must come with its sensitivity to $\alpha$.

The three-point fit does not measure the exponent; $\alpha=3$ is derived for the large-$X$ angular error in a radially complete basis, and for cc-pV$X$Z it is a physically motivated model. It remains to extrapolate with it, assess the sensitivity to $\alpha$, and compare with the true limit.
